Activation energy of a Mott-Schottky grain boundary with a temperature-dependent barrier

A grain boundary in an ionic conductor has a thin, positively charged core. On each side the core repels the mobile carriers, which have charge ze with z > 0, and leaves a depleted layer. The dopants are singly charged acceptors of uniform density N, frozen in place, so a fully depleted layer has charge density −eN. The grain is neutral, which fixes its carrier density c_b by ze c_b = eN.

The potential φ is measured from the grain interior and equals φ0 at the core. The barrier energy is A = zeφ0. It may depend on temperature T, and A′ denotes dA/dT. Throughout, A is much larger than kT, the carrier mobility in the layers equals that in the grain, and the core itself adds no resistance. SI units are used in the equations.

The activation energy of a resistivity ρ is defined with β = 1/(kT) as

E = d ln ρ/dβ.

**(a) Find the potential in the depleted layers, their thickness and their capacitance.**

Let x be the distance from the core and λ the thickness of one layer. In the Mott-Schottky approximation the layer is fully depleted up to x = λ and the grain is neutral beyond. Poisson's equation, with permittivity ε, is

d²φ/dx² = −(−eN)/ε = eN/ε.

Both φ and dφ/dx vanish at x = λ. Integrating twice from there gives

φ(x) = (eN/2ε)(λ − x)² = φ0(1 − x/λ)².

Setting x = 0 gives φ0 = eNλ²/(2ε), and with φ0 = A/(ze)

λ² = 2εA/(ze²N).

For the capacitance, apply a small voltage V while the core charge stays fixed. The two layers must still balance that charge, so one widens by δ and the other narrows by δ. The difference of their potential drops is

V = (eN/2ε)[(λ + δ)² − (λ − δ)²] = 2eNλδ/ε.

The charge moved per area is eNδ, so the areal capacitance is

C = eNδ/V = ε/(2λ).

**(b) Find the ratio of boundary to bulk resistivity.**

Let R be the areal resistance of the two layers. The boundary resistivity is defined as ρ_gb = R/(2λ).

A steady current density j is driven by the gradient of the electrochemical potential η of the carriers:

j = −(σ/ze) dη/dx.

For a small voltage, j and dη/dx are already of first order, so σ may take its equilibrium value. Since j is the same at every x, the voltage is j∫dx/σ and local resistances add in series. At equilibrium c = c_b exp(−zeφ/kT), and equal mobility makes σ proportional to c. Hence

R = 2ρ_b ∫₀^λ exp[(A/kT)(1 − x/λ)²] dx.

With u = 1 − x/λ and a = A/kT, division by 2λ gives

ρ_gb/ρ_b = F(a), F(a) = ∫₀¹ exp(au²) du.

The thickness has cancelled, and with it N and ε. At given A they do not affect the resistivity ratio.

For large a the integral comes from the region near u = 1. Put w = 1 − u², so that the magnitude of du is dw/[2(1 − w)^½]:

F = (e^a/2) ∫₀¹ e^(−aw)(1 − w)^(−½) dw.

Expand (1 − w)^(−½) = 1 + w/2 + 3w²/8 + … and use ∫₀^∞ wⁿe^(−aw) dw = n!/aⁿ⁺¹. Extending the upper limit of each term costs only exponentially small amounts. The result is

F = [e^a/(2a)] [1 + 1/(2a) + 3/(4a²) + …].

The leading factor e^a/(2a) is the Mott-Schottky ratio. Its denominator has a simple meaning. Near the core the barrier falls as A(1 − 2x/λ), so the local resistivity decays over a distance λkT/(2A). To leading order the layer has the resistance of a slice this thick with the resistivity found next to the core, but ρ_gb averages it over the whole layer.

The ratio can be read from an impedance spectrum. The boundary acts as R and C in parallel, with

RC = 2λρ_gb · ε/(2λ) = ερ_gb.

Its arc peaks at angular frequency 1/(RC). The bulk arc peaks at 1/(ερ_b). If ε is the same in both regions, the ratio of the two peak frequencies is ρ_gb/ρ_b.

**(c) By how much does the boundary activation energy differ from the bulk value?**

Since ln ρ_gb = ln ρ_b + ln F(a),

E_gb − E_b = (d ln F/da)(da/dβ).

For the second factor, a = βA and da/dβ = A + β dA/dβ. From T = 1/(kβ) it follows that dT/dβ = −kT², so β dA/dβ = −TA′ and

da/dβ = A − TA′.

For the first factor, integrate the identity

d(u e^(au²))/du = e^(au²) + 2au² e^(au²)

from 0 to 1. Because dF/da = ∫₀¹u²e^(au²)du, this gives e^a = F + 2a dF/da, or

d ln F/da = (e^a/F − 1)/(2a).

Inverting the series of part (b) gives e^a/F = 2a[1 − 1/(2a) − 1/(2a²) − …] = 2a − 1 − 1/a − …. Therefore

d ln F/da = 1 − 1/a − 1/(2a²) − ….

To first order in 1/a = kT/A,

E_gb − E_b = (A − T dA/dT)(1 − kT/A).

The first factor comes from the exponential. The second comes from the equivalent slice of part (b): relative to λ its thickness is kT/(2A), which can change with temperature too.

Some workers plot ρ/T instead of ρ. This raises both activation energies by kT and leaves their difference unchanged, provided both are treated alike.

**(d) When is the difference positive, and what does it measure?**

Within the depletion model dF/da is positive, since its integrand is positive. The sign of the difference is therefore that of A − TA′. Three cases show what this means.

If A is constant, the difference is A − kT. With a sharp depletion edge this happens, for example, when the core charge Q and the permittivity are both constant, because Q = 2eNλ gives φ0 = Q²/(8εeN). Part (g) shows how mobile carriers at the edge change this example.

If A = A₀ − sT with constant s, then A − TA′ = A₀ − sT + sT = A₀. The first factor is the barrier extrapolated along the line to T = 0, not the barrier present at the measuring temperature.

If A is proportional to Tⁿ, then A − TA′ = (1 − n)A. For n = 1 the ratio a, and so ρ_gb/ρ_b, does not change with temperature and the difference vanishes. For n > 1 the boundary has a lower activation energy than the bulk, although it is still more resistive. The boundary activation energy thus exceeds the bulk value only if T dA/dT < A.

**(e) What changes if areal resistance is plotted instead?**

Since R = 2λρ_gb, its activation energy contains the extra term d ln λ/dβ. From λ² ∝ εA, and with dT/dβ = −kT²,

d ln λ/dβ = −(kT²/2)(A′/A + ε′/ε),

where ε′ = dε/dT. A layer that shrinks on heating adds to the activation energy of R.

**(f) Evaluate the result for a lightly doped oxide at 600 K.**

Take round values in the rough regime of nominally pure ceria with background acceptors, where oxygen vacancies (z = 2) carry the current: N = 10¹⁹ cm⁻³, relative permittivity 26, A = 0.600 eV, A′ = −0.20 meV/K, E_b = 0.700 eV and ρ_b = 1.0 × 10⁶ Ω cm.

With φ0 = 0.300 V the layer thickness is

λ = [2 × 26 × 8.854×10⁻¹² × 0.300/(1.602×10⁻¹⁹ × 10²⁵)]^½ m = 9.28 nm.

The largest field, 2φ0/λ, is 0.65 MV/cm. With kT = 0.0517 eV, a = 11.605 and

ρ_gb/ρ_b ≈ e^11.605/(2 × 11.605) = 4.72 × 10³.

So ρ_gb is about 4.7 × 10⁹ Ω cm, and R = 2λρ_gb is about 8.8 × 10³ Ω cm². The bulk arc peaks at 1/(2περ_b) = 69 kHz and the boundary arc at about 15 Hz.

The two factors of the activation formula are

A − TA′ = 0.600 + 600 × 0.00020 = 0.720 eV,

1 − kT/A = 1 − 0.0517/0.600 = 0.914.

Their product is

E_gb − E_b = 0.658 eV (63.5 kJ/mol),

and E_gb = 1.358 eV. Plotting areal resistance would add 5 meV if ε is constant.

Suppose an analyst assumed a constant barrier. The difference would be read as A − kT, giving A = 0.658 + 0.052 = 0.710 eV, which is 0.11 eV above the barrier put into the model. The resistivity ratio offers a better route. It gives a, hence A = 0.600 eV, at one temperature. Dividing the activation difference by 1 − kT/A then gives A − TA′ = 0.720 eV, and so A′ = (0.600 − 0.720)/600 eV/K = −0.20 meV/K. The inputs return exactly because the same formulas produced the data. Peak frequencies from the fuller model of part (g), read in the same way, would give A = 0.608 eV and A′ = −0.17 meV/K.

The formula can be compared with F(a) itself, integrated numerically by the trapezoidal rule and differentiated by central differences in β:

T = 500 K: formula 0.670 eV, numerical 0.668 eV
T = 600 K: formula 0.658 eV, numerical 0.654 eV
T = 700 K: formula 0.645 eV, numerical 0.639 eV

At 600 K the omitted term −(A − TA′)/(2a²) accounts for −2.7 meV of the −3.6 meV discrepancy; higher terms supply the rest. If instead A is 0.600 eV at 600 K but grows as T^1.5, the formula gives −0.5 × 0.600 × 0.914 = −0.274 eV, and the same numerical procedure gives −0.273 eV.

**(g) How much does the sharp depletion edge matter?**

Now let the carriers near the edge keep their Boltzmann density. With y = zeφ/kT the charge density is −eN(1 − e^(−y)), and

d²y/dx² = (1 − e^(−y))/L², L² = εkT/(ze²N).

Multiplying by dy/dx and integrating from the grain, where y and its slope vanish, gives

|dy/dx| = [2(y − 1 + e^(−y))]^½/L.

The resistance added by one side is ρ_b∫(e^y − 1)dx. Changing the variable to y,

R/2 = ρ_b L ∫₀^a (e^y − 1)/[2(y − 1 + e^(−y))]^½ dy.

For large a the upper end dominates. Write b = a − 1 and y = a − s, and expand the square root for small s:

R/2 ≈ ρ_b L e^a (2b)^(−½)[1 + 1/(2b) + …].

The capacitance of one side is ε times the change of core field per change of φ0. Differentiating the slope formula at y = a gives

2C = (ε/L)(1 − e^(−a))/[2(a − 1 + e^(−a))]^½ ≈ (ε/L)(2b)^(−½).

Since λ = L(2a)^½, C exceeds ε/(2λ) by the factor [a/(a − 1)]^½, which is 1.046 here. The product is

RC/(ερ_b) ≈ [e^a/(2b)][1 + 1/(2b) + …].

Its logarithmic derivative with respect to a is 1 − 1/b − 1/(2b²) − …. Since 1/b = 1/a + 1/a² + …, this equals

1 − 1/a − 3/(2a²) − ….

For a given A(T) the first-order result therefore survives, and only the second-order term changes. With the integral evaluated numerically for the barrier of part (f), the difference at 600 K is 0.648 eV, about 10 meV below the formula, and the boundary arc peaks at 12.7 Hz instead of 14.6 Hz. Part of this gap is the truncation of the series: F(a) itself gives 0.654 eV and 13.9 Hz. The edge alone thus lowers the difference by about 7 meV and the peak from 13.9 to 12.7 Hz.

The edge matters more if the core charge is given instead of A(T). A constant core charge fixes the field at the core, (kT/ze)|dy/dx|. Since L² is proportional to T at constant ε, this makes kT(a − 1) = A − kT constant. The barrier then rises with slope k, so A − TA′ = A − kT, and the difference is A − 2kT to first order instead of A − kT.

This reading assumes that the arc really peaks at 1/(RC). To test it, the linearized Poisson and carrier-transport equations were solved at finite frequency on a grid of 2000 cells reaching 20L into one grain, with the core charge fixed. For a = 11.605 the peak frequency agreed with 1/(2πRC) to within 0.1%.

**(h) What else does the model leave out, and how large is it here?**

The core may resist. Suppose it is 0.5 nm thick and as depleted as the top of the barrier. Its term relative to ρ_b, averaged over 2λ, is (0.5 nm/2λ)e^a. This raises the resistance by a factor of 1.6 and the activation energy by 23 meV. The increase arises because the core term lacks the factor 1 − kT/A. A core rich in mobile vacancies would add less.

Ions move in discrete hops. The resistive slice is λkT/(2A) = 0.40 nm thick, not much more than a hop of 0.27 nm. Replace the integral by a sum over hops, each with the barrier energy at its midpoint. The result depends on where the sites lie. With a site at the core plane, the resistance falls by about 2% and the activation energy by 2 meV. With a hop midpoint there, they rise by about 4% and 4 meV.

Electrons are attracted to the core and can bypass the blocked vacancies. Treat them as a parallel path with local resistivity proportional to exp(−eφ/kT). If both carriers dropped the same voltage across the layers, electrons would carry 1% as much current as the vacancies when the electronic conductivity of the grain is only 7 × 10⁻⁷ of the ionic one. In a steady state the electron current must also cross the grain interior, where electrons are not accumulated, so the threshold grows with grain size, to about 1 × 10⁻⁵ for 100 nm grains and 1 × 10⁻⁴ for 1 µm grains. The formula for blocked vacancies therefore needs a very small electronic conductivity.

The acceptors are not a smooth background. Their mean spacing N^(−1/3) is 4.6 nm, about half of λ. The Coulomb energy of a vacancy and an acceptor at that distance, ze²/(4πεN^(−1/3)), is 24 meV. The many acceptors in the layers add up to a larger effect. If they are placed at random and the outer edges of the layers are equipotentials, the barrier energy varies along the core with a standard deviation of (ze²/ε)(Nλ/8π)^½ = 85 meV, which is more than kT. Current favours the low spots, so a uniform barrier is only a rough description at this doping. For a rough scale, treat the spots as independent parallel paths whose barrier energies have a Gaussian spread s that does not change with temperature. Averaging the exponential factor of the conductance then multiplies it by exp[s²/(2k²T²)], which lowers the activation energy by s²/(kT), or about 0.14 eV. The prefactor of the conductance is smaller at the low spots, which reduces the shift to about 0.13 eV. The Gaussian form is itself an assumption. Random point charges give a distribution skewed toward low barriers, and averaging the exponential factor over it gives a shift that depends on how close an acceptor may lie, about 0.16 eV for 1 nm and 0.24 eV for 0.5 nm. The estimate also ignores how current spreads between neighbouring spots, so it shows the possible size of the effect and is not a correction to apply.

Vacancies can also bind to acceptors, whereas the model takes all of them in the grain as free. With eight oxygen sites next to each acceptor and a binding energy of 0.3 eV, mass action leaves about 70% of them free at 600 K. Stronger binding leaves fewer.

Two other effects are negligible here. Vacancies fill about 10⁻⁴ of the oxygen sites, counting 8 sites in a cube of side 0.54 nm, so site exclusion in the grain is weak. For an ion of 16 atomic mass units, the semiclassical exponent for tunnelling through both layers, 2λ(2mA)^½/ħ, is about 10⁴, against a thermal exponent of 11.6.

The linear treatment also needs a small voltage across each boundary. In the depletion model with fixed core charge, the ratio of current to voltage is about 4% above its linear value at kT/(ze) = 26 mV and about 15% above it at twice that voltage.

In real ceria, acceptors can gather near boundaries during high-temperature processing, and the core need not be transparent. The first breaks the assumption of uniform N, and its effect is not estimated here. The second could move the activation energy by about 0.02 eV for the trial core above. Both the barrier and its slope are assumed inputs, so 0.658 eV is a property of this model and not a prediction for a particular ceramic. With A fixed at 600 K, a change of 0.1 meV/K in the slope moves the result by 600 × 0.0001 × 0.914 = 0.055 eV. Among the activation-energy shifts given in parts (g) and (h) for a given A(T), only the rough estimate for randomly placed acceptors is larger. The slope of the barrier must therefore be known as well as its height.

All numerical values are calculated from the stated model.
